\section*{Non-analytic exciton dispersion from long-range exchange in three, two and one dimensions, part 1}

(Sections cited here and not found follow in the second part.)

\section{The source of the non-analytic term}

Q: An exciton band $E(\mathbf Q)$ is an eigenvalue of the Bethe-Salpeter Hamiltonian of an insulator, whose bands are smooth. Why should it fail to have a Taylor series at $\mathbf Q=0$?

A: One part of the kernel couples distant cells by a power law. Take Hartree atomic units, a gapped system in vacuum, periodic in $D$ dimensions with cell measure $\Omega_D$ and $N$ cells, exponentially localised Wannier functions $w$, no spin-orbit coupling, an instantaneous Coulomb interaction, and a bound exciton level. In the Tamm-Dancoff approximation the Hamiltonian on electron-hole pairs holds band energies, the screened attraction $-W$ and the bare exchange. Let $|p,\mathbf R\rangle$ be a Wannier pair with its hole in cell $\mathbf R$, where $p$ labels the bands and the electron-hole separation. In the Bloch sums $N^{-1/2}\sum_{\mathbf R}e^{i\mathbf Q\cdot\mathbf R}|p,\mathbf R\rangle$,
\begin{equation}
H_{pp'}(\mathbf Q)=\sum_{\mathbf R}e^{i\mathbf Q\cdot\mathbf R}\langle p,0|H|p',\mathbf R\rangle .
\end{equation}
If the coefficients fall as $e^{-\kappa R}$, the series converges for $|\mathrm{Im}\,\mathbf Q|<\kappa$ and is analytic. A non-degenerate bound level is then analytic at $\mathbf Q=0$ too; the branches of a degenerate level need not be, even when the matrix is. Band terms are hoppings between Wannier functions and fall in this way. The direct term is $\iint w_c^*w_{c'}(\mathbf r)\,W\,w_{v'}^*w_v(\mathbf r')$, with the primed functions displaced by $\mathbf R$. It contains products of functions centred far apart and is exponentially small however long the range of $W$. The bound state has an exponentially decaying amplitude in the separation, so the sum over $p$ does not spoil this. Exchange annihilates the pair in one place and creates it in another. It is the Coulomb energy of two transition densities $w_v^*w_c$, and it needs no overlap between the two places.

Q: How does spin enter?

A: The transition density of a pair with $S_z=0$ is the same function for electron spin up and down, so the exchange block in these two pairs is $\begin{pmatrix}1&1\\1&1\end{pmatrix}$ times a spatial integral. Its eigenvalues are 2 for the symmetric combination (singlet) and 0 for the antisymmetric one (triplet). Pairs with $S_z=\pm1$ have no transition density, since the density operator conserves spin. Triplets therefore have no exchange term. For singlets I absorb the 2 into the density: with pair amplitudes $A^\lambda_p$,
\begin{equation}
n_\lambda(\mathbf r)=\sqrt2\sum_pA^\lambda_p\,w_v^*w_c,\qquad \rho_\lambda(\mathbf q)=\int d^3r\,n_\lambda e^{-i\mathbf q\cdot\mathbf r}.
\end{equation}

Q: How is the long-range part isolated?

A: Insert $1/|\mathbf r-\mathbf r'|=\int\frac{d^3q}{(2\pi)^3}\frac{4\pi}{q^2}e^{i\mathbf q\cdot(\mathbf r-\mathbf r')}$ into the coupling. The $\mathbf r$ integral gives $\rho_\lambda^*$ and the $\mathbf r'$ integral gives $e^{-i\mathbf q\cdot\mathbf R}\rho_{\lambda'}$:
\begin{equation}
J_{\lambda\lambda'}(\mathbf R)=\iint\frac{n^*_\lambda(\mathbf r)n_{\lambda'}(\mathbf r'-\mathbf R)}{|\mathbf r-\mathbf r'|}=\int\!\frac{d^3q}{(2\pi)^3}\frac{4\pi}{q^2}\rho^*_\lambda\rho_{\lambda'}e^{-i\mathbf q\cdot\mathbf R}.
\end{equation}
Split $\mathbf q$ into a periodic part $\mathbf q_\parallel$ and the rest $\mathbf q_\perp$. The Poisson formula $\sum_{\mathbf R}e^{i(\mathbf Q-\mathbf q_\parallel)\cdot\mathbf R}=\frac{(2\pi)^D}{\Omega_D}\sum_{\mathbf G}\delta(\mathbf q_\parallel-\mathbf Q-\mathbf G)$ removes $D$ integrals:
\begin{equation}
\sum_{\mathbf R}e^{i\mathbf Q\cdot\mathbf R}J_{\lambda\lambda'}=\frac1{\Omega_D}\sum_{\mathbf G}\int\!\frac{d^{3-D}q_\perp}{(2\pi)^{3-D}}\frac{4\pi\,\rho^*_\lambda\rho_{\lambda'}(\mathbf Q+\mathbf G,\mathbf q_\perp)}{|\mathbf Q+\mathbf G|^2+q_\perp^2}.
\label{master}
\end{equation}
Each $\rho$ is analytic because $n$ is exponentially localised. For $\mathbf G\neq0$, or for $q_\perp$ above any fixed cut, the denominator stays away from zero as $\mathbf Q\to0$, so these pieces are analytic. The non-analytic part $M^{\rm na}$ sits in the $\mathbf G=0$ term. Everything else is called $H_{\rm sr}$, and from here on $\lambda$ labels the singlet eigenstates of $H_{\rm sr}(0)$, with energies $E_\lambda$.

Q: A denominator $Q^2$ suggests a divergence.

A: The numerator vanishes too. The monopole $\int n_\lambda$ is zero because valence and conduction functions are orthogonal, so expanding the exponential gives
\begin{equation}
\rho=-i\mathbf q\cdot\boldsymbol\mu-\tfrac12q_iq_j\,\mathsf q_{ij}+\dots,\quad\boldsymbol\mu=\!\int\! n\,\mathbf r,\quad \mathsf q_{ij}=\!\int\! n\,r_ir_j .
\end{equation}
A state is dipole-bright if $\boldsymbol\mu\neq0$; write $\boldsymbol\mu=\sqrt2\,\mathbf d$. In the Bloch basis $\rho(\mathbf Q)=\sqrt{2/N}\sum_{\mathbf k}A_{\mathbf k}\langle u_{v\mathbf k}|u_{c\mathbf k+\mathbf Q}\rangle$. Differentiating $H_{\mathbf k}u_c=\varepsilon_cu_c$ and projecting on $u_v$ gives $\langle u_v|\nabla u_c\rangle=\langle u_v|\nabla H_{\mathbf k}|u_c\rangle/(\varepsilon_c-\varepsilon_v)$, hence
\begin{equation}
-i\mathbf d=\frac1{\sqrt N}\sum_{\mathbf k}A_{\mathbf k}\frac{\langle u_v|\nabla H_{\mathbf k}|u_c\rangle}{\varepsilon_c-\varepsilon_v}.
\label{bloch}
\end{equation}
An $O(Q)$ change of $A_{\mathbf k}$ multiplies an overlap that is already $O(Q)$ and alters $\rho$ at second order.

\section{Three dimensions}

Q: What is left in a bulk crystal?

A: There is no $q_\perp$, and the two powers of $Q$ cancel. With $g=4\pi/\Omega_3$ and $a_\lambda=\hat{\mathbf Q}\cdot\boldsymbol\mu_\lambda$,
\begin{equation}
M^{\rm na}_{\lambda\lambda'}=\frac{4\pi}{\Omega_3Q^2}\rho^*_\lambda\rho_{\lambda'}\to g\,a^*_\lambda a_{\lambda'} .
\end{equation}
The limit is finite and depends on the direction of approach.

Q: Then the jump is $g|a_\lambda|^2$?

A: That is its first-order value. The off-diagonal elements do not vanish as $Q\to0$ either, but the matrix has rank one and can be solved. The eigenvalue equation is $(E_\lambda-\omega)x_\lambda+g\,a^*_\lambda s=0$ with $s=\sum_\lambda a_\lambda x_\lambda$. If $a_\lambda=0$ for some state, the vector with $x_\lambda=1$ alone has $s=0$ and $\omega=E_\lambda$: that state, dark or transverse, does not move. If $s\neq0$, solve for $x_\lambda$, multiply by $a_\lambda$, sum, and divide by $s$:
\begin{equation}
1+g\sum_\lambda\frac{|a_\lambda|^2}{E_\lambda-\omega}=0 .
\label{root}
\end{equation}
The left side has the form of a macroscopic dielectric function along $\hat{\mathbf Q}$ with the resonant poles only. At $\omega=0$ the missing poles at $-E_\lambda$ would contribute as much as those kept, so the background $\epsilon_b$ defined next is not the measured dielectric constant. Moving the term of one state $B$ to the right and multiplying by $\omega-E_B$ gives
\begin{equation}
\Delta=\omega-E_B=\frac{4\pi|\hat{\mathbf Q}\cdot\boldsymbol\mu_B|^2}{\Omega_3\,\epsilon_b},\qquad\epsilon_b=1+g\sum_{\lambda\neq B}\frac{|a_\lambda|^2}{E_\lambda-\omega},
\label{jump}
\end{equation}
with the background taken at the shifted energy.

Q: In a cubic crystal the longitudinal-transverse splitting should not depend on direction.

A: Its size does not. For three degenerate states with dipoles $\mu\,\hat{\mathbf e}_i$, $\sum_i|a_i|^2=\mu^2$ for any $\hat{\mathbf Q}$, and $\epsilon_b$ is isotropic. The combination with amplitudes $\hat Q_i$ rises by $g\mu^2/\epsilon_b$, and the two orthogonal ones have $s=0$. The direction dependence has passed into the eigenvectors. Outside cubic symmetry the energy can depend on direction, either because the dipoles of the level do not form such an isotropic set, as for a single non-degenerate level, or because $\epsilon_b$ is anisotropic.

\section{Two dimensions}

Q: The two-dimensional Coulomb potential is $2\pi/Q$, and $Q^2/Q=Q$. Is there more to say?

A: That count misses the coordinate $z$ normal to the layer. For $u>0$ close the $q_z$ contour above, around the pole $q_z=iQ$:
\begin{equation}
\int\frac{dq_z}{2\pi}\frac{4\pi e^{iq_zu}}{Q^2+q_z^2}=2\cdot2\pi i\,\frac{e^{-Qu}}{2iQ}=\frac{2\pi}{Q}e^{-Qu},
\end{equation}
and the integral is even in $u=z-z'$. Write $e^{-Q|u|}=\cosh Qu-\sinh Q|u|$. The piece $\sinh(Q|u|)/Q=|u|+Q^2|u|^3/6+\dots$ is a series in $Q^2=Q_x^2+Q_y^2$, hence analytic; it belongs to $H_{\rm sr}$, and its constant term helps to fix the states and their dipoles. The piece $\cosh(Qu)/Q$ is odd in the modulus $Q$. Using $\cosh Q(z-z')=\cosh Qz\cosh Qz'-\sinh Qz\sinh Qz'$ and the cell area $A$,
\begin{align}
M^{\rm na}_{\lambda\lambda'}&=\frac{2\pi}{AQ}\left(C^*_\lambda C_{\lambda'}-S^*_\lambda S_{\lambda'}\right),\label{cs}\\
C&=\int n\,e^{-i\mathbf Q\cdot\mathbf r}\cosh Qz=-i\mathbf Q\cdot\boldsymbol\mu+O(Q^2),\nonumber\\
S&=\int n\,e^{-i\mathbf Q\cdot\mathbf r}\sinh Qz=Q\mu_z+O(Q^2).\nonumber
\end{align}
The diagonal element is
\begin{equation}
\delta E_{2D}=\frac{2\pi}{A}\,Q\left(|\hat{\mathbf Q}\cdot\boldsymbol\mu|^2-|\mu_z|^2\right)+O(Q^2).
\label{two}
\end{equation}
An in-plane longitudinal dipole gives a rising cone, a normal dipole a falling one of equal slope. The term vanishes for an in-plane transverse dipole and for a dipole tilted by $45^\circ$ in the plane of $\mathbf Q$ and $z$. For a given direction of $\mathbf Q$, brightness is necessary for this term and not sufficient.

\section{One dimension}

Q: For a wire the integral over $\mathbf q_\perp$ depends on the radius. How can a coefficient be independent of it?

A: Let $x$ be the axis, $a$ the period and $\mathbf s$ the transverse position. The kernel $f(\mathbf s)=\int\frac{d^2q_\perp}{(2\pi)^2}\frac{4\pi e^{i\mathbf q_\perp\cdot\mathbf s}}{Q^2+q_\perp^2}$ obeys $(-\nabla_s^2+Q^2)f=4\pi\delta(\mathbf s)$. The decaying radial solution is $K_0(Qs)\sim-\ln s$, and $-\nabla_s^2(-2\ln s)=4\pi\delta$, so $f=2K_0(Qs)$, with $Q>0$ the modulus. The ascending series is
\begin{equation}
K_0(y)=-\left(\ln\tfrac y2+\gamma\right)I_0(y)+\sum_{k\ge1}\frac{H_k}{(k!)^2}\left(\frac{y^2}4\right)^k,
\end{equation}
with harmonic numbers $H_k$. Since $I_0$ and the sum are even in $y$, and $\ln(Qs/2)=\ln(Qa)+\ln(s/2a)$, the non-analytic part of $f$ is $-2\ln(Qa)I_0(Qs)$. The radius is left in analytic terms, and replacing $a$ in the logarithm by another length also changes analytic terms alone. To factorise, use $I_0(Q|\mathbf s|)=\int\frac{d\alpha}{2\pi}e^{Q\hat{\mathbf n}_\alpha\cdot\mathbf s}$ with $\hat{\mathbf n}_\alpha=(\cos\alpha,\sin\alpha)$, applied to $\mathbf s-\mathbf s'$, and $-\hat{\mathbf n}_\alpha=\hat{\mathbf n}_{\alpha+\pi}$:
\begin{align}
M^{\rm na}_{\lambda\lambda'}&=-\frac2a\ln(Qa)\int\frac{d\alpha}{2\pi}F^*_\lambda(\alpha)F_{\lambda'}(\alpha+\pi),\label{F}\\
F(\alpha)&=\int n\,e^{-iQx+Q\hat{\mathbf n}_\alpha\cdot\mathbf s}=Q(-i\mu_\parallel+\hat{\mathbf n}_\alpha\cdot\boldsymbol\mu_\perp)+O(Q^2).\nonumber
\end{align}
The diagonal product is $Q^2(i\mu_\parallel^*+\hat{\mathbf n}\cdot\boldsymbol\mu_\perp^*)(-i\mu_\parallel-\hat{\mathbf n}\cdot\boldsymbol\mu_\perp)$. Terms linear in $\hat{\mathbf n}$ average to zero and $\langle|\hat{\mathbf n}\cdot\boldsymbol\mu_\perp|^2\rangle=|\boldsymbol\mu_\perp|^2/2$, so
\begin{equation}
\delta E_{1D}=-\frac2a\,Q^2\ln(Qa)\left(|\mu_\parallel|^2-\tfrac12|\boldsymbol\mu_\perp|^2\right)
\label{one}
\end{equation}
at leading order. For $Qa<1$ the logarithm is negative, so the term is positive for an axial dipole. Since $\frac{d^2}{dQ^2}Q^2\ln Qa=2\ln Qa+3$, the curvature diverges logarithmically and no effective mass exists at $Q=0$, unless the bracket vanishes. For a real dipole it does so at $\tan^2\theta=2$, $\theta=54.74^\circ$ from the axis.

Q: Can the factor $-\tfrac12$ be seen in real space?

A: For real point dipoles on the axis $J(na)=(\mu^2-3\mu_\parallel^2)/|na|^3=(\mu_\perp^2-2\mu_\parallel^2)/|na|^3$. The function $\sum_{n\geq1}\cos(ny)/n^3$ has second derivative $-\sum\cos(ny)/n=\ln(2\sin\frac y2)$, which is $\ln y$ plus an analytic function, so it contains $\tfrac12y^2\ln y$. With $y=Qa$ and a factor 2 for $\pm n$, the sum contains $(\mu_\perp^2-2\mu_\parallel^2)Q^2\ln(Qa)/a$, which is Eq.~(\ref{one}). The sign pattern agrees with the dipole tensor $\partial_i\partial_j(1/R)$ being traceless at $R\neq0$: the three principal coefficients must add to zero, as $1+0-1$ in the layer and $1-\tfrac12-\tfrac12$ in the chain do. In bulk they add to $4\pi/\Omega_3$ for every direction, a constant that the analytic part can cancel.

\section{Screening, coupling to de-excitations, dark states}

Q: The bulk jump was divided by $\epsilon_b$. Why are Eqs.~(\ref{two}) and (\ref{one}) not?

A: Here $M^{\rm na}$ vanishes with $Q$. For a non-degenerate level the second-order shift is $\sum_{\lambda'}|M^{\rm na}_{\lambda\lambda'}+h_{\lambda\lambda'}|^2/(E_\lambda-E_{\lambda'})$, where $h=H_{\rm sr}(\mathbf Q)-H_{\rm sr}(0)=O(Q)$ is analytic. Its non-analytic or mixed pieces are $O(Q^2)$ in a layer, and $O(Q^4\ln^2Q)$ and $O(Q^3\ln Q)$ in a chain, all beyond the leading order. If all dipoles of a layer are in-plane, Eq.~(\ref{root}) holds at leading order with $g=2\pi Q/A$, and the background is $1+O(Q)$. The linear law fails once that $O(Q)$ term is not small. For a degenerate level $M^{\rm na}+h$ must be diagonalised within the level. With inversion symmetry $h$ has no linear part between two bright states of such a level, and two in-plane states with orthogonal dipoles of equal size give one cone and one branch without a linear term. Without inversion, time reversal gives $h(-\mathbf Q)=h(\mathbf Q)^*$ between real states, so the only linear element is $i\mathbf v\cdot\mathbf Q$ off the diagonal, with $\mathbf v$ a fixed in-plane vector. A rotation axis normal to the layer, which a symmetry-enforced in-plane doublet needs, forbids $\mathbf v$. In an accidental degeneracy without such an axis this element can give both branches a linear term.

Within the Tamm-Dancoff approximation, exchange can give a dipole-bright singlet a direction-dependent jump in bulk, a term linear in $Q$ in a layer and a $Q^2\ln Q$ term in a chain, and for a non-degenerate level only the bulk jump is divided by a background at leading order. It remains to go beyond that approximation, to treat dark singlets, to test the formulas numerically and to say where the limit $Q\to0$ is physical.
